# Exchange bias with a reversibly rotating antiferromagnet: an energy-balance trap: a program that tests the result

```python
"""Exchange bias with a rotating antiferromagnet (Meiklejohn-Bean model).

Result under test: for R = K*t_A/J >= 1 and no ferromagnet anisotropy,
    bias = J/(M*t_F) * sqrt(1 - 1/(4 R^2)),  on a closed, reversible loop.
Energy per area divided by J:
    e = -h cos b + kappa sin^2 b + R sin^2 a - cos(b - a)
b, a   : angles of ferromagnet (F) and antiferromagnet (AF) from the field axis
h      : reduced field M*t_F*B/J;  kappa : reduced F anisotropy K_F*t_F/J
J      : interface coupling; K, t_A : AF anisotropy and thickness
The loop is found by relaxing e itself, in both sweep directions.
"""
import math
import numpy as np
from scipy.optimize import brentq
from scipy.constants import k as k_B, mu_0

# Inputs (SI); material values are rough and typical of permalloy / Fe-Mn
J = 0.20e-3
areal_AF = 0.24e-3
t_A = 12e-9
K_AF = areal_AF / t_A
M = 8.0e5
t_F = 10e-9
K_F = 200.0
A_F = 1.0e-11
A_AF = 1.0e-11
grain = 20e-9
T_use = 4.2
attempt_rate = 1e9
hold_time = 100.0
R0 = areal_AF / J
kappa0 = K_F * t_F / J
B_unit = J / (M * t_F)


def energy(b, a, h, R, kappa):
    return (-h * math.cos(b) + kappa * math.sin(b)**2
            + R * math.sin(a)**2 - math.cos(b - a))


def relax(state, h, R, kappa=0.0):
    """Overdamped descent on the energy, after a small kick of b."""
    b, a = state
    b += math.copysign(0.02, math.pi / 2 - b)
    d = 1e-5
    rate = 0.5 / (R + 1)
    for _ in range(200000):
        gb = (energy(b + d, a, h, R, kappa)
              - energy(b - d, a, h, R, kappa)) / (2 * d)
        ga = (energy(b, a + d, h, R, kappa)
              - energy(b, a - d, h, R, kappa)) / (2 * d)
        if abs(gb) + abs(ga) < 1e-9:
            return b, a
        b -= rate * gb
        a -= rate * ga
    raise AssertionError("relaxation did not converge")


def sweep(fields, start, R, kappa=0.0):
    states = []
    state = start
    for h in fields:
        state = relax(state, h, R, kappa)
        states.append(state)
    return np.array(states)


def zero_crossing(fields, states, R, kappa=0.0):
    c = np.cos(states[:, 0])
    i = int(np.where(c[:-1] * c[1:] < 0)[0][0])
    start = tuple(states[i])
    return brentq(lambda h: math.cos(relax(start, h, R, kappa)[0]),
                  fields[i], fields[i + 1], xtol=1e-9)


def bias_formula(R):
    return math.sqrt(1 - 1 / (4 * R * R))


# Closed loop and bias, for several strengths of the AF anisotropy
down = np.linspace(-0.5, -2.1, 41)
up = down[::-1]
found = {}
for R in (1.05, R0, 2.0, 4.0):
    s_down = sweep(down, (0.0, 0.0), R)
    s_up = sweep(up, tuple(s_down[-1]), R)
    gap = np.max(np.abs(np.cos(s_down[:, 0]) - np.cos(s_up[::-1, 0])))
    assert gap < 1e-4
    h_down = zero_crossing(down, s_down, R)
    h_up = zero_crossing(up, s_up, R)
    assert abs(h_down + bias_formula(R)) < 1e-6
    assert abs(h_up + bias_formula(R)) < 1e-6
    # canted range and the closed form of the whole magnetization curve
    canted = np.abs(np.cos(s_down[:, 0])) < 1 - 1e-6
    expected = (down < -2 * R / (2 * R + 1)) & (down > -2 * R / (2 * R - 1))
    assert np.array_equal(canted, expected)
    b, a = s_down[canted].T
    x = np.sin(b) / np.sin(a)
    h_curve = -np.sqrt(R * (x**2 - 1) / (x**2 * (x - R)))
    assert np.max(np.abs(h_curve - down[canted])) < 1e-5
    found[R] = (h_down, h_up, gap, s_down)
h_down, h_up, loop_gap, states0 = found[R0]
state_zero = relax(tuple(states0[10]), h_down, R0)
assert abs(math.sin(state_zero[1]) - 1 / (2 * R0)) < 1e-6

# Just below R = 1 the AF must switch for good
R_low = 0.95
a_low = sweep(down, (0.0, 0.0), R_low)[-1, 1]
assert a_low > 3.0

# Ferromagnet anisotropy: harmless when small, opens the loop when large
k_down = sweep(down, (0.0, 0.0), R0, kappa0)
h_kappa = zero_crossing(down, k_down, R0, kappa0)
assert abs(h_kappa - h_down) < 1e-6
k_up = sweep(up, tuple(k_down[-1]), R0, kappa0)
assert np.max(np.abs(np.cos(k_down[:, 0]) - np.cos(k_up[::-1, 0]))) < 1e-4
x = np.linspace(2 * R0 + 1, 2 * R0 - 1, 20001)
g_x = np.sqrt(R0 * (x**2 - 1) / (x**2 * (x - R0)))
c_x = (x - 2 * R0) * np.sqrt((x**2 - 1) / (4 * R0 * (x - R0)))
kappa_limit = np.min(-np.diff(g_x) / np.diff(c_x)) / 2
assert kappa0 < kappa_limit < 0.2
big_down = sweep(down, (0.0, 0.0), R0, 0.2)
big_up = sweep(up, tuple(big_down[-1]), R0, 0.2)
open_gap = np.max(np.abs(np.cos(big_down[:, 0]) - np.cos(big_up[::-1, 0])))
assert open_gap > 0.5

# AF barrier at fixed F angle, from the energy landscape
alpha = np.linspace(0, math.pi, 20001)


def well_and_barrier(b):
    e = R0 * np.sin(alpha)**2 - np.cos(b - alpha)
    slope = np.diff(e)
    i = int(np.argmax(slope > 0))
    j = i + int(np.argmax(slope[i:] < 0))
    return alpha[i], e[j] - e[i]


b_scan = np.radians(np.arange(90, 180.01, 0.25))
wells, barriers = np.array([well_and_barrier(b) for b in b_scan]).T
a_max = 0.5 * math.asin(1 / R0)
assert abs(np.max(wells) - a_max) < 1e-3
assert abs(barriers[0] - R0 * (1 - 1 / (2 * R0))**2) < 1e-5
i_weak = int(np.argmin(barriers))
barrier_area = J * barriers[i_weak]
barrier_grain = barrier_area * math.pi * grain**2 / 4
needed = math.log(attempt_rate * hold_time)
T_max = barrier_grain / (needed * k_B)
width_300 = math.sqrt(4 * needed * k_B * 300 / (math.pi * barrier_area))
assert T_max > T_use


def depth_sweep(stiff_F, stiff_AF, kappa):
    """Both layers resolved in depth; mean cos b is stepped through zero."""
    n = 25
    w = np.ones(n)
    w[0] = w[-1] = 0.5
    w /= w.sum()
    bend = np.zeros((2 * n, 2 * n))
    for first, A, t in ((0, stiff_F, t_F), (n, stiff_AF, t_A)):
        spring = 2 * A * (n - 1) / (t * J)
        for i in range(first, first + n - 1):
            bend[i, i] += spring
            bend[i + 1, i + 1] += spring
            bend[i, i + 1] -= spring
            bend[i + 1, i] -= spring
    b0 = math.acos(0.98)
    u = np.concatenate([np.full(n, b0), np.full(n, b0 / (2 * R0 + 1))])
    h = -0.7
    fields, softest, profiles = [], [], []
    for m in np.linspace(0.98, -0.98, 51):
        for _ in range(60):
            b, a = u[:n], u[n:]
            phi = b[0] - a[0]
            grad = bend @ u
            grad[:n] += w * (kappa * np.sin(2 * b) + h * np.sin(b))
            grad[n:] += w * R0 * np.sin(2 * a)
            grad[0] += math.sin(phi)
            grad[n] -= math.sin(phi)
            local = np.concatenate([
                w * (2 * kappa * np.cos(2 * b) + h * np.cos(b)),
                w * 2 * R0 * np.cos(2 * a)])
            hess = bend + np.diag(local)
            hess[0, 0] += math.cos(phi)
            hess[n, n] += math.cos(phi)
            hess[0, n] -= math.cos(phi)
            hess[n, 0] -= math.cos(phi)
            full = np.zeros((2 * n + 1, 2 * n + 1))
            full[:-1, :-1] = hess
            full[:n, -1] = w * np.sin(b)
            full[-1, :n] = -w * np.sin(b)
            miss = np.append(grad, w @ np.cos(b) - m)
            step = np.linalg.solve(full, -miss)
            u = u + step[:-1]
            h += step[-1]
            if np.max(np.abs(step)) < 1e-8:
                break
        else:
            raise AssertionError("depth-resolved solution not converged")
        fields.append(h)
        softest.append(np.linalg.eigvalsh(hess)[0])
        profiles.append(u.copy())
    # every state stable and field monotonic: still a closed loop
    assert min(softest) > 0 and np.all(np.diff(fields) < 0)
    middle = profiles[25]
    return (-fields[25], abs(middle[n - 1] - middle[0]),
            abs(middle[2 * n - 1] - middle[n]))


stiff = 1000.0
coherent = depth_sweep(stiff * A_F, stiff * A_AF, 0.0)[0]
assert abs(coherent - bias_formula(R0)) < 1e-4
only_AF = depth_sweep(stiff * A_F, A_AF, kappa0)[0]
only_F = depth_sweep(A_F, stiff * A_AF, kappa0)[0]
both, twist_F, twist_AF = depth_sweep(A_F, A_AF, kappa0)
assert both < min(only_AF, only_F) < coherent

reduction = 100 * (1 + h_down)
assert 8.5 < reduction < 9.5
B_rot = -h_down * B_unit


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Coupling J", f"{J*1e3:.2f}", "mJ/m2")
show("AF areal anisotropy", f"{areal_AF*1e3:.2f}", "mJ/m2")
show("AF anisotropy K (rough)", f"{K_AF/1e3:.0f}", "kJ/m3")
show("AF thickness", f"{t_A*1e9:.0f}", "nm")
show("F magnetization (rough)", f"{M/1e3:.0f}", "kA/m")
show("F thickness", f"{t_F*1e9:.0f}", "nm")
show("Ratio R", f"{R0:.3f}")
show("Rigid bias", f"{B_unit*1e3:.2f}", "mT")
show("Relaxed zero crossing h, down", f"{h_down:.6f}")
show("Relaxed zero crossing h, up", f"{h_up:.6f}")
show("Formula for reduced bias", f"{bias_formula(R0):.6f}")
show("Bias with AF rotation", f"{B_rot*1e3:.2f}", "mT")
show("Same bias as H", f"{B_rot/mu_0/1e3:.2f}", "kA/m")
show("Reduction from rigid bias", f"{reduction:.2f}", "percent")
show("AF angle at zero crossing", f"{math.degrees(state_zero[1]):.2f}", "deg")
show("Largest AF angle", f"{math.degrees(a_max):.2f}", "deg")
show("Canting starts at B", f"{-2*R0/(2*R0+1)*B_unit*1e3:.2f}", "mT")
show("Canting ends at B", f"{-2*R0/(2*R0-1)*B_unit*1e3:.2f}", "mT")
show("Largest up/down gap in cos b", f"{loop_gap:.1e}")
for R in (1.05, 2.0, 4.0):
    show(f"Reduction at R={R:.2f}", f"{100*(1+found[R][0]):.2f}", "percent")
show(f"Final AF angle at R={R_low}", f"{math.degrees(a_low):.1f}", "deg")
show("F anisotropy (rough)", f"{K_F:.0f}", "J/m3")
show("Reduced F anisotropy", f"{kappa0:.3f}")
show("Loop stays closed up to", f"{kappa_limit:.4f}", "(reduced)")
show("Reduced bias with F anisotropy", f"{-h_kappa:.6f}")
show("Up/down gap in cos b, reduced anis. 0.2", f"{open_gap:.2f}")
show("F stiffness (rough)", f"{A_F*1e12:.0f}", "pJ/m")
show("AF stiffness (rough)", f"{A_AF*1e12:.0f}", "pJ/m")
show("F twist at zero crossing", f"{math.degrees(twist_F):.2f}", "deg")
show("AF twist at zero crossing", f"{math.degrees(twist_AF):.2f}", "deg")
show("Reduction with AF twist only", f"{100*(1-only_AF):.2f}", "percent")
show("Reduction with F twist only", f"{100*(1-only_F):.2f}", "percent")
show("Reduction with both twists", f"{100*(1-both):.2f}", "percent")
show("Bias with both twists", f"{both*B_unit*1e3:.2f}", "mT")
show("Barrier at b=90 deg", f"{J*barriers[0]*1e3:.4f}", "mJ/m2")
show("Lowest barrier", f"{barrier_area*1e3:.4f}", "mJ/m2")
show("F angle of lowest barrier", f"{math.degrees(b_scan[i_weak]):.1f}", "deg")
show("Grain width (rough)", f"{grain*1e9:.0f}", "nm")
show("Lowest grain barrier", f"{barrier_grain*1e21:.2f}", "zJ")
show("Temperature of use", f"{T_use:.1f}", "K")
show("Barrier / kT in use", f"{barrier_grain/(k_B*T_use):.1f}")
show("Attempt rate (rough)", f"{attempt_rate:.0e}", "1/s")
show("Hold time", f"{hold_time:.0f}", "s")
show("Barrier / kT needed", f"{needed:.1f}")
show("Highest temperature for grain", f"{T_max:.1f}", "K")
show("Barrier / kT at 300 K", f"{barrier_grain/(k_B*300):.2f}")
show("Grain width needed at 300 K", f"{width_300*1e9:.0f}", "nm")
print("success")
```

It prints:

```
Coupling J: 0.20 mJ/m2
AF areal anisotropy: 0.24 mJ/m2
AF anisotropy K (rough): 20 kJ/m3
AF thickness: 12 nm
F magnetization (rough): 800 kA/m
F thickness: 10 nm
Ratio R: 1.200
Rigid bias: 25.00 mT
Relaxed zero crossing h, down: -0.909059
Relaxed zero crossing h, up: -0.909059
Formula for reduced bias: 0.909059
Bias with AF rotation: 22.73 mT
Same bias as H: 18.09 kA/m
Reduction from rigid bias: 9.09 percent
AF angle at zero crossing: 24.62 deg
Largest AF angle: 28.22 deg
Canting starts at B: -17.65 mT
Canting ends at B: -42.86 mT
Largest up/down gap in cos b: 1.7e-08
Reduction at R=1.05: 12.07 percent
Reduction at R=2.00: 3.18 percent
Reduction at R=4.00: 0.78 percent
Final AF angle at R=0.95: 180.0 deg
F anisotropy (rough): 200 J/m3
Reduced F anisotropy: 0.010
Loop stays closed up to: 0.0643 (reduced)
Reduced bias with F anisotropy: 0.909059
Up/down gap in cos b, reduced anis. 0.2: 1.77
F stiffness (rough): 10 pJ/m
AF stiffness (rough): 10 pJ/m
F twist at zero crossing: 2.54 deg
AF twist at zero crossing: 3.00 deg
Reduction with AF twist only: 10.30 percent
Reduction with F twist only: 10.09 percent
Reduction with both twists: 11.32 percent
Bias with both twists: 22.17 mT
Barrier at b=90 deg: 0.0817 mJ/m2
Lowest barrier: 0.0175 mJ/m2
F angle of lowest barrier: 135.0 deg
Grain width (rough): 20 nm
Lowest grain barrier: 5.51 zJ
Temperature of use: 4.2 K
Barrier / kT in use: 95.0
Attempt rate (rough): 1e+09 1/s
Hold time: 100 s
Barrier / kT needed: 25.3
Highest temperature for grain: 15.7 K
Barrier / kT at 300 K: 1.33
Grain width needed at 300 K: 87 nm
success
```
